# Why a ballistic wire has resistance, and where its heat goes

## The error that Ohm's law makes in a short wire

Take a metal wire 5 nm wide, 5 nm thick and 5 nm long, with a bulk resistivity of 1.66 µΩ cm. Ohm's law gives

\[
\frac{\rho L}{A}=\frac{(1.66\times10^{-8}\,\Omega\,\mathrm m)(5\times10^{-9}\,\mathrm m)}{25\times10^{-18}\,\mathrm m^2}=3.3\ \Omega .
\]

The ballistic model below gives 37 Ω. A designer who trusts the first figure underestimates the resistance elevenfold. One who then corrects the resistance but spreads \(I^2R\) over the wire's volume puts the heat in the wrong place.

Two facts repair both errors. A wire of finite width has finitely many conducting modes, and each passes a limited current for a given voltage. Electrons that cross without changing energy carry the supplied energy into the leads, where inelastic collisions turn it into heat.

## Why the resistance is finite

Two large reservoirs at the same temperature \(\Theta\) have electrochemical potentials \(\mu_L>\mu_R\), with \(\mu_L-\mu_R=eV\). Electrons flow from left to right, so the left reservoir is the source and the right one the drain. Here \(e>0\), and \(I\) and \(V\) are positive magnitudes for this direction. Electrons do not interact beyond a mean field, and their total energy \(E\), kinetic plus potential, is conserved in the wire.

Confinement across the wire gives discrete transverse states. Each, combined with free motion along the wire, is a mode. In a length \(\mathcal L\), allowed wavenumbers are spaced by \(2\pi/\mathcal L\). With two spins, the right-moving states per unit length in \(dk\) number \(2\,dk/2\pi=dk/\pi\). Each filled state contributes current \(ev\), where \(v=(1/\hbar)\,dE/dk\). Hence

\[
dI=ev\,\frac{dk}{\pi}=\frac{e}{\pi\hbar}\,dE=\frac{2e}{h}\,dE .
\]

The velocity has cancelled. Fast electrons carry more current each, but fast states are proportionately sparser in energy. The Pauli principle prevents a mode from exceeding this current per unit energy.

Let \(T(E)\) be the transmission probability summed over modes, and \(f_L,f_R\) the Fermi functions of the reservoirs. Right-moving electrons from the source contribute \(Tf_L\), and electrons from the drain contribute \(Tf_R\) in the opposite direction. The same \(T\) serves both directions: if both reservoirs fill every state at energy \(E\), flux conservation and the Pauli principle leave no net current. Therefore

\[
I=\frac{2e}{h}\int T(E)\,(f_L-f_R)\,dE .
\]

In a ballistic wire with smooth entrances, \(T(E)=M(E)\), the number of open modes. If \(M\) is constant wherever \(f_L-f_R\) matters, it leaves the integral. Raising \(\mu\) by \(d\mu\) changes the area under a Fermi function by

\[
d\mu\int\left(-\frac{\partial f}{\partial E}\right)dE=d\mu ,
\]

because \(f\) falls from 1 to 0. Adding these changes from \(\mu_R\) to \(\mu_L\) gives \(\int(f_L-f_R)dE=eV\) at any temperature. Thus

\[
I=\frac{2e^2}{h}MV,\qquad R=\frac{h}{2e^2M}=\frac{12\,906\ \Omega}{M}.
\]

Length is absent. Shortening a ballistic wire does not lower \(R\); adding modes does. As the cross-section grows, \(M\to\infty\) and \(R\to0\).

## Where the voltage drops

The voltage is measured between reservoirs, so the result includes the contacts. In a clean wire, right-movers are filled to \(\mu_L\) and left-movers to \(\mu_R\). A weak probe that couples equally to both reads their mean, \((\mu_L+\mu_R)/2\), all along the wire. It finds no drop inside.

Now let the source lead have \(N\) modes and the wire \(M<N\). The lead must carry the same current. If its right-movers are filled to \(\mu_L\) and its left-movers, on average, to \(\mu_L-\delta\), then

\[
\frac{2e}{h}N\delta=\frac{2e}{h}M\,eV
\quad\Longrightarrow\quad
\delta=\frac{M}{N}eV .
\]

The mean level is \(\mu_L-\delta/2\) in the lead and \(\mu_L-eV/2\) in the wire. The drop at the entrance is their difference,

\[
\frac{eV}{2}-\frac{\delta}{2}=\frac{eV}{2}\left(1-\frac MN\right).
\]

For a very wide lead this is half the applied voltage, and the exit supplies the other half. Most lead modes find no place in the wire and are reflected at the entrance; that is the contact resistance. For \(N=M\) there is no constriction and no drop at this junction. The resistance between the more distant reservoirs remains.

An elastic scatterer moves part of the drop into the wire. Let every mode have transmission \(t\). To the left of the scatterer, right-movers have occupation \(f_L\), and left-movers have \((1-t)f_L+tf_R\). The mean is

\[
\bar f_{\rm left}=\tfrac12[f_L+(1-t)f_L+tf_R]
=f_L-\tfrac t2(f_L-f_R).
\]

By the same argument, the mean on the right is \(f_R+\frac t2(f_L-f_R)\). Subtraction gives

\[
\bar f_{\rm left}-\bar f_{\rm right}=(1-t)(f_L-f_R).
\]

A share \(1-t\) of the drop lies at the scatterer, yet each electron still has its original total energy. Current times a local voltage drop measures the work done by the electrochemical driving force. It becomes local heat when inelastic collisions take up that energy locally, which they do not do here.

## Where the power is dissipated

Follow one electron of energy \(E\) from source to drain. It leaves an empty state in the source. Replacing it with an electron supplied at \(\mu_L\) releases \(\mu_L-E\) as the source returns to equilibrium. In the drain the arriving electron releases \(E-\mu_R\) when one electron is withdrawn at \(\mu_R\). The sum is

\[
(\mu_L-E)+(E-\mu_R)=\mu_L-\mu_R=eV .
\]

The external battery supplies this energy. Multiplying by the \(I/e\) electrons that cross per second gives \(IV=I^2R\).

In the steady state, the wire's stored energy and particle number do not change. At each energy, the particle current is the same through every cross-section, so the energy current is too. No energy is left behind in the wire.

The heat rates follow by weighting each energy in the current integral:

\[
Q_S=\frac2h\int T(E)(\mu_L-E)(f_L-f_R)dE,
\]
\[
Q_D=\frac2h\int T(E)(E-\mu_R)(f_L-f_R)dE .
\]

Let \(\bar\mu=(\mu_L+\mu_R)/2\). Then \(E-\mu_R=eV/2+(E-\bar\mu)\), while \(\mu_L-E=eV/2-(E-\bar\mu)\). The constant term multiplies \(I/e\), so

\[
Q_D=\frac{IV}{2}+K,\qquad Q_S=\frac{IV}{2}-K,
\]
\[
K=\frac2h\int T(E)(E-\bar\mu)(f_L-f_R)dE .
\]

If \(T\) is constant, \(K=0\). To see this, put \(x=E-\bar\mu\) and \(a=eV/2\), and let \(f(x)=1/(e^{x/k_B\Theta}+1)\). The difference of occupations is \(f(x-a)-f(x+a)\). Since \(f(-y)=1-f(y)\), replacing \(x\) by \(-x\) gives

\[
[1-f(x+a)]-[1-f(x-a)]=f(x-a)-f(x+a).
\]

It is even in \(x\), so its product with \(x\) integrates to zero. Each reservoir then receives \(IV/2\).

If \(T\) varies with energy, the split is generally unequal. Suppose the current is reversed with \(\bar\mu\) fixed and \(T(E)\) unaffected by bias. Then \(f_L\) and \(f_R\) exchange places and \(K\) changes sign. The product \(IV\) does not, because both factors reverse. Averaged over the two directions, each reservoir receives \(IV/2\). The part that reverses is Peltier heat.

## Heat without assuming the current formula

A microscopic calculation shows the separation of voltage and heat. Take two chains of 300 atomic sites, with hopping energy and \(\hbar\) both set to 1 and one spin. The band is \(E=-2\cos k\). Fill the separate chains thermally at \(k_B\Theta=0.1\), with chemical potentials 0.2 above and below a chosen mean. Join them and solve the Schrödinger equation by diagonalizing the joined chain. Between times 80 and 180, before reflections from the far ends return, the growth of particle number and energy on each side gives the current and the heat rate \(dE/dt-\mu\,dN/dt\).

For a clean join, the conductance in units of \(e^2/h\) is 0.9995 at mean potential \(-1\), and 1.0000 at zero. The band velocities there are \(\sqrt3\) and 2, so the velocity does indeed cancel. At mean \(-1\), the density near the join lies at 0.497 of the way from the drain's density to the source's, close to the expected half.

Now give the two sites at the join energies 1.2 and 0.4, keeping the mean at \(-1\). The drain receives \(0.573\,IV\) and the source \(0.427\,IV\). The same shares follow from the heat integrals, with \(T(E)\) found by matching waves across the two sites. The 20 sites around the join take up about \(10^{-5}\) of \(IV\), although 43% of the density difference between the reservoirs falls across the scatterer. After averaging over both current directions, the right reservoir receives \(0.500\,IV\).

## A short metal wire in numbers

Return to the 5 nm wire. Use free electrons with Fermi energy 7 eV at 300 K, roughly suited to copper. The Fermi wavenumber is \(k_F=\sqrt{2mE_F}/\hbar=13.55\ \mathrm{nm^{-1}}\), and the speed is \(v_F=\hbar k_F/m=1.57\) nm/fs. An electron moving straight along the wire at that speed crosses in 3.2 fs.

Hard walls a distance \(w\) apart allow transverse wavenumbers \(n\pi/w\) and \(p\pi/w\), with \(n,p=1,2,\ldots\). A mode is open at the Fermi energy when

\[
n^2+p^2<\left(\frac{k_Fw}{\pi}\right)^2=(21.57)^2=465 .
\]

Counting pairs gives \(M=345\). A quarter circle of radius \(r=k_Fw/\pi\) explains the number. Its area is \(\pi r^2/4=365.5\). Unit squares centred on the allowed points miss a strip of width one half along each axis. The strips have total area \(r\), less an overlap of \(1/4\), so

\[
M\approx\frac{\pi r^2}{4}-r+\frac14=365.5-21.6+0.25=344.2 .
\]

The resistance is \(12\,906/345=37.4\ \Omega\). Numerical integration over the mode steps at 300 K also gives 37.4 Ω. Hard walls keep electrons away from the surface, so at this Fermi energy the wire holds 7% fewer electrons than the same volume of bulk metal. Restoring them would raise the Fermi energy to 7.33 eV and \(M\) to 361, and lower the resistance to about 36 Ω. The simpler model is kept below.

At 10 mV the current is 268 µA and the power is

\[
IV=(267.6\ \mu\mathrm A)(10\ \mathrm{mV})=2.68\ \mu\mathrm W .
\]

The heat integrals put 1.251 µW in the source and 1.425 µW in the drain. Per electron this is 4.68 and 5.32 meV, which add to 10 meV. Reversing the current exchanges the two powers.

The excess of 0.32 meV above an equal split follows from the growth of \(M\) with energy. For \(eV\ll k_B\Theta\), \(f_L-f_R\approx eV(-\partial f/\partial E)\). Treat \(M\) as smooth and write \(M(E)\approx M+M'(E-\bar\mu)\). In \(K\) the constant term vanishes by symmetry; in \(I\) the slope term does. Therefore

\[
\frac{eK}{I}\approx\frac{M'}{M}\int(E-\bar\mu)^2\left(-\frac{\partial f}{\partial E}\right)dE
=\frac{\pi^2}{3}(k_B\Theta)^2\frac{M'}{M}.
\]

For the integral, set \(x=(E-\bar\mu)/k_B\Theta\). Evenness and one integration by parts give \(4\int_0^\infty x\,dx/(e^x+1)\). Expanding the denominator in powers of \(e^{-x}\) gives \(4(1-1/4+1/9-\cdots)=4\pi^2/12=\pi^2/3\).

In the smooth mode count, the area term grows as \(E\) and the edge term as \(\sqrt E\). Hence

\[
\frac{M'}{M}\approx\frac{365.5-21.6/2}{344.2\times7\ \mathrm{eV}}
=0.147\ \mathrm{eV^{-1}} .
\]

With \(k_B\Theta=25.85\) meV, the estimate is \(3.29\,(0.02585\ \mathrm{eV})^2(0.147\ \mathrm{eV}^{-1})=0.32\) meV, as in the integration over discrete modes. So close an agreement is partly luck. Only a few mode thresholds lie within the thermal window, so at a slightly different width or Fermi energy the discrete result can differ markedly from the smooth estimate. For widths between 4.9 and 5.1 nm it ranges from 0.12 to 0.49 meV, and the crossover voltage found below shifts in proportion.

This small energy matters at low voltage. At 0.1 mV the current is 2.68 µA and \(IV\) is 0.268 nW. The drain receives 0.999 nW, while the source receives \(-0.731\) nW: it is cooled. The sum is still 0.268 nW. Joule heat scales as \(V^2\), but Peltier heat scales as \(V\). In this model they are equal at one reservoir when \(eV/2=0.32\) meV, or \(V\approx0.65\) mV. Below that voltage the source cools.

This account draws electrons from each reservoir at its electrochemical potential. Real lead metal also carries Peltier heat. At a junction, the difference between the wire's and the lead's values appears; the remainder is exchanged farther along the circuit. That difference can be very small. For free-electron leads with a fixed mean free path the conductivity grows in proportion to \(E\), so the lead value is \((\pi^2/3)(k_B\Theta)^2/E_F=0.314\) meV, against 0.323 meV for the wire, and nearly all the cooling cancels at the junction. With a fixed collision time the lead value is 0.47 meV and the difference changes sign. Bulk copper has a thermopower of the opposite sign to free electrons, so this model does not give copper's Peltier heat. The calculated cooling is therefore not a prediction of the temperature at the wire's mouth.

## How far into the leads the heat spreads

An electron does not give up all its excess energy at the contact plane. Take a rough lead mean free path \(\lambda=40\) nm, and suppose that an energy packet passes to the lattice after \(N_c=10\) collisions on average. Its lifetime is \(\tau_E=N_c\lambda/v_F\), and its diffusion constant is \(D=v_F\lambda/3\). Outside the mouth, the steady density \(u\) of excess energy obeys

\[
D\nabla^2u=\frac{u}{\tau_E},\qquad
u\propto\frac{e^{-r/\ell}}r,
\]
\[
\ell=\sqrt{D\tau_E}=\lambda\sqrt{\frac{N_c}{3}}=73\ \mathrm{nm}.
\]

Energy first passes to the lattice at a rate proportional to \(u\). A hemispherical shell has area proportional to \(r^2\), so the normalized distribution of release distances is \(p(r)=re^{-r/\ell}/\ell^2\). Its mean square is

\[
\langle r^2\rangle=\frac1{\ell^2}\int_0^\infty r^3e^{-r/\ell}dr=6\ell^2 .
\]

The rms distance is \(\sqrt6\,\ell=179\) nm, some 36 times the wire's length. Integrating \(p(r)\) to \(3\ell\) gives \(1-4e^{-3}=0.80\), so about a fifth of the energy first reaches the lattice beyond 220 nm. A simulation of random flights, with a one-in-ten chance of energy loss at each collision, gives the same rms distance and share to the digits quoted.

The lead warming can also be estimated. Electrons carry most of the heat in a metal, so the lattice passes much of this energy back to them. Free-electron theory with this \(\lambda\) gives the resistivity \(\rho=mv_F/(ne^2\lambda)=1.66\) µΩ cm, where \(n=k_F^3/3\pi^2\). The Wiedemann–Franz law then gives a heat conductivity \(\kappa=(\pi^2/3)(k_B/e)^2\Theta/\rho=443\) W/(m K). Where electrons and lattice have nearly the same temperature, power \(P\) entering a half-space through a small mouth warms the metal at distance \(r\) by \(P/(2\pi\kappa r)\). For the Joule half at 10 mV, the warming at \(r=\ell\) is roughly

\[
\Delta\Theta=\frac{IV/2}{2\pi\kappa\ell}
=\frac{1.34\ \mu\mathrm W}{2\pi(443\ \mathrm{W/m\,K})(73\ \mathrm{nm})}
\approx7\ \mathrm{mK}.
\]

Nearer the mouth the warming is larger, and electrons and lattice have different temperatures, so this formula does not give the peak. That region is small. Because the lattice returns what it cannot conduct away, the steady temperature gap decays over \(\ell\sqrt{\kappa_l/(\kappa+\kappa_l)}\), where \(\kappa_l\) is the lattice heat conductivity. For a rough \(\kappa_l\) of 10 to 20 W/(m K) this is 11 to 15 nm, the gap at \(r=\ell\) is under 1% of the warming, and the lattice carries off a net share \(\kappa_l/(\kappa+\kappa_l)\) of only 2 to 4% of the power. The 179 nm found above is the distance of first transfer, not the size of a steady heat source in the lattice. The small value at \(r=\ell\) belongs to massive metal leads. Narrow lines surrounded by a poor heat conductor offer fewer paths for heat, and the half-space formula does not apply to them.

## What real interconnects change

The Fermi energy, mean free path and resistivity are roughly those of copper near room temperature. The 10 mV case has a current density of \(1.1\times10^9\) A/cm², far above ordinary interconnect service; the 0.1 mV case, at \(1.1\times10^7\) A/cm², is much nearer to it. Smooth walls are the assumption most likely to fail. Scattering adds a resistance proportional to length, which equals the mode resistance at a length somewhat over one mean free path, about 1.3 of them. The total is therefore roughly the mode resistance times one plus the ratio of length to mean free path. If rough surfaces reduce the mean free path to about the 5 nm width, this factor is \(1+L/w=2\), and the resistance roughly doubles. Grain boundaries and liners raise it further, and copper's true band structure changes \(M\). Elastic roughness moves the voltage drop into the wire, but not the heat.

Other corrections are smaller here. An electron moving straight along the wire has on average \(L/\lambda=5/40=0.125\) bulk collisions during a crossing. Most modes cross obliquely and take longer paths, which raises the average over modes to about 0.25. With one energy loss per ten collisions, some 2 to 3% of the heat is released inside. Current spreading in the leads adds about 2 Ω, or 6% of the wire's resistance. The classical result for a circular opening of radius \(a=w/\sqrt\pi\), \(\rho/(2a)=2.9\ \Omega\), is too large here: when the mean free path is much longer than \(a\), it must be multiplied by about 0.7. The finite length also lets electrons tunnel through modes that are just closed. In a uniform wire the tunnelling probability falls as \(e^{-2L\sqrt{2m\epsilon}/\hbar}\) at an energy \(\epsilon\) below the threshold, apart from a prefactor set by the entrances; the exponential has dropped to \(e^{-2}\) at \(\epsilon=\hbar^2/(2mL^2)=1.5\) meV, well below \(k_B\Theta\). The shape of the entrances can blur the thresholds further.

## Consequences for design and measurement

For wires much shorter than the mean free path, use the mode resistance as a floor and add scattering and lead resistance to it. With smooth walls, the bulk term \(\rho L/A\) equals the mode resistance at

\[
L=\frac{37.4\ \Omega}{3.32\ \Omega}\times5\ \mathrm{nm}\approx56\ \mathrm{nm}.
\]

Well below this length, further shortening saves little resistance; a larger cross-section saves more.

In a series of wires with the same cross-section and contacts, plot resistance against length. The intercept at zero length contains the mode and lead resistances. Subtracting it as a measurement artefact removes a resistance that the circuit will meet wherever the same constriction occurs.

In a thermal model of such a wire, place the Joule heat in the leads, half on each side. Near the mouth, give electrons and lattice separate temperatures and let the heat enter the electrons first, since they conduct it away while passing it to the lattice. Within a mean free path of the mouth, where most of the temperature gap lies, even this is only a rough guide. Farther out, a single temperature is enough. If the leads are shorter than the energy relaxation length, follow the electrons into the next conductor. When the wire itself is much longer than the relaxation length, most of the energy is lost within it, and the usual distributed Joule heating returns.

To separate Joule from Peltier heat, reverse the current and average the heating at each end. For an equal averaged split, the reservoirs should have equal temperatures and the transmission should be the same for both current directions. At high voltage the second condition can fail, because the field can reshape an asymmetric barrier differently in the two directions; the total remains \(IV\), but the averaged split need not be equal.
